# Why Saturable, Irreversible Traps Turn Deuterium Diffusion into a Sharp Front

**Q.** I hold the surface of a solid at a fixed concentration of mobile deuterium. Without traps I expect a smooth profile that spreads with time. Why should traps give a sharp front instead?

**A.** Because an atom cannot get far among empty traps, yet passes freely through full ones. Let $c(x,t)$ be the mobile concentration, $D$ its diffusion coefficient, $N$ the density of immobile traps and $n(x,t)$ the density of filled ones. Each trap holds one atom and never releases it. The solid fills $x>0$, starts with $c=n=0$, and has $c(0,t)=c_0$. Then

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}-kc(N-n),\qquad
\frac{\partial n}{\partial t}=kc(N-n),
$$

where $k$ is the capture coefficient. Among empty traps a mobile atom survives for a time of about $1/(kN)$. The distance it covers sets the capture length

$$
\ell=\sqrt{\frac{D}{kN}} .
$$

Once the mobile atoms have settled, but before many traps are full, $D\,\partial^2c/\partial x^2=kNc$. The decaying solution is $c=c_0e^{-x/\ell}$, which stands still. Strong capture alone therefore confines deuterium near the surface but moves nothing forward.

Saturation supplies the motion. Traps at the surface fill in a time of about $1/(kc_0)$. Atoms then cross the filled layer without loss and are captured just beyond it. If $\ell$ is much shorter than the filled depth, the transition looks like a front.

**Q.** How fast does that front move?

**A.** Let its depth be $s(t)$. Take $c_0\ll N$, so that the front moves slowly compared with diffusion across the filled layer. There is no capture in that layer, so $\partial^2c/\partial x^2=0$. With $c=c_0$ at the surface and $c\approx0$ at the front,

$$
c=c_0\left(1-\frac{x}{s}\right),\qquad
J=-D\frac{\partial c}{\partial x}=\frac{Dc_0}{s}.
$$

Advancing by $ds$ requires $N\,ds$ atoms per unit area, so $N\,ds/dt=Dc_0/s$. Multiplying by $s/N$ and integrating from $s=0$ gives

$$
\frac{s^2}{2}=\frac{Dc_0t}{N},\qquad
\boxed{s^2=\frac{2Dc_0t}{N}} .
$$

The factor 2 comes from integrating $s\,ds$. The square root appears because the supply path lengthens as the front advances. The slowness assumption is consistent: diffusion across the layer takes about $s^2/D$, while the front needs a time of order $t$ to change its depth appreciably. The ratio $s^2/(Dt)=2c_0/N$ is small.

**Q.** You assumed a sharp front in that calculation. Can you derive its shape?

**A.** Yes, by following the accumulated exposure $u(x,t)=\int_0^t c(x,t')\,dt'$. The trapping equation can be written $\partial\ln(N-n)/\partial t=-kc$, so

$$
n=N\left(1-e^{-ku}\right).
$$

Adding the two rate equations cancels capture and leaves $\partial(c+n)/\partial t=D\,\partial^2c/\partial x^2$. Integrating over time, with nothing present initially, gives

$$
D\frac{\partial^2u}{\partial x^2}=c+n .
$$

Now neglect $c$ against $n$. Behind the front their ratio is at most about $c_0/N$. In the leading tail $u\propto e^{-(x-s)/\ell}$, hence $c=\partial u/\partial t=(\dot s/\ell)u$, while $n\approx Nku$. Using $kN=D/\ell^2$ and $\dot s=Dc_0/(Ns)$,

$$
\frac cn=\frac{\dot s}{\ell kN}=\frac{\dot s\ell}{D}=\frac{c_0}{N}\frac{\ell}{s},
$$

which is also small. Put $U=ku$, $y=x/\ell$ and $T=kc_0t$. Multiplying the remaining equation by $k\ell^2/D=1/N$ gives

$$
U''=1-e^{-U},\qquad U(0)=T,\qquad U(\infty)=0,
$$

where primes mean $d/dy$. Multiply by $U'$ and integrate. The constant follows from $U=U'=0$ far away:

$$
\tfrac12U'^2=U-1+e^{-U},\qquad
U'=-G(U),\qquad G(U)=\sqrt{2(U-1+e^{-U})}.
$$

The minus sign expresses that exposure falls with depth. Separating variables,

$$
y=\int_U^T\frac{dV}{G(V)} .
$$

The distance between two chosen occupancies is the integral between their two values of $U$. It does not contain $T$. Time therefore shifts one fixed curve without stretching it.

For 90% occupancy $U=\ln10$, and for 10% occupancy $U=-\ln0.9$. The integral between them gives a width of $3.447\,\ell$. I tested this by integrating the original coupled equations numerically with $c_0/N=0.002$: the width was $3.45\,\ell$ at both $T=200$ and $T=800$ (3.450 on a mesh of $0.1\,\ell$, 3.448 when the mesh is halved), although the depth doubled. The front sharpens relative to its depth, while its absolute width stays constant.

**Q.** Does this more complete calculation give the same depth law?

**A.** It does when $T\gg1$. The trapped amount per unit area is

$$
M=\int_0^\infty n\,dx=D\int_0^\infty\frac{\partial^2u}{\partial x^2}dx
=-D\left.\frac{\partial u}{\partial x}\right|_0
=\frac{D}{k\ell}G(T)=N\ell\,G(T),
$$

since $D/k=N\ell^2$. Define the depth by $s=M/N$. Then

$$
s^2=2\ell^2(T-1+e^{-T})\;\longrightarrow\;\frac{2Dc_0t}{N}-2\ell^2\qquad(T\gg1),
$$

because $\ell^2T=Dc_0t/N$. The capture coefficient cancels from the growing term: stronger capture narrows the front but does not change the number of traps to be filled.

In the opposite limit, $T-1+e^{-T}\approx T^2/2$, so $M\approx N\ell T$. Uptake is then linear in time, as the stationary exponential profile requires, provided that profile has had time to settle ($T\gg c_0/N$).

The mobile profile follows too. Differentiating the integral for $y$ with respect to time at fixed depth gives $\dot T/G(T)-\dot U/G(U)=0$. With $\dot T=kc_0$ and $\dot U=kc$,

$$
\frac{c}{c_0}=\frac{G(U)}{G(T)} .
$$

Well behind the front $U''\approx1$, so $U'=-G(T)+y$ and $c/c_0=1-y/G(T)=1-x/s$. This is the straight line assumed earlier.

**Q.** What if $c_0$ is not very small compared with $N$?

**A.** Keep the front sharp but restore the time dependence of $c$. The diffusion equation then has the solution

$$
c=c_0\left[1-\frac{\operatorname{erf}(x/2\sqrt{Dt})}{\operatorname{erf}\lambda}\right],\qquad s=2\lambda\sqrt{Dt}.
$$

The flux at the front is $c_0\sqrt{D/(\pi t)}\,e^{-\lambda^2}/\operatorname{erf}\lambda$, and it must equal $N\dot s=N\lambda\sqrt{D/t}$. Hence

$$
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac{c_0}{N}.
$$

For small $\lambda$, $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx1+\lambda^2$. The left side becomes $2\lambda^2(1+2\lambda^2/3)$, so $2\lambda^2\approx(c_0/N)[1-c_0/(3N)]$ and

$$
s^2=4\lambda^2Dt\approx\frac{2Dc_0t}{N}\left(1-\frac{c_0}{3N}\right).
$$

The front is slower because mobile atoms must also be stored behind it. At $c_0/N=0.5$, the simulated advance between $T=200$ and $T=800$ was $18.63\,\ell$. The equation for $\lambda$ gives $18.59\,\ell$, and the simple law gives $20.00\,\ell$.

**Q.** Suppose the traps do release deuterium. When does the smooth profile return?

**A.** Let $\nu$ be the release rate and $K=\nu/k$. If exchange is fast, capture balances release: $kc(N-n)=\nu n$, so $n=Nc/(c+K)$. When $K\gg c_0$, traps stay far from saturation and $n\approx Nc/K$. Conservation becomes

$$
\left(1+\frac NK\right)\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad
c=c_0\operatorname{erfc}\frac{x}{2\sqrt{D_{\rm eff}t}},\qquad D_{\rm eff}=\frac{D}{1+N/K}.
$$

Trapping now slows diffusion but leaves it smooth, with a width that grows in proportion to depth. For $c_0/N=0.002$ and $K/c_0=100$, the simulated 90-to-10% width at $T=1$ was 2.26 times the half-value depth; it approaches the erfc value 2.25 at longer times. In the irreversible case at $T=800$ the corresponding ratio, taken from trap occupancy, was 0.087. The sharp front belongs to the trapped atoms: the mobile profile there is nearly a straight line, with ratio 1.6.

**Q.** Put this into a gate stack. When would deuterium cross a polysilicon film to reach the gate oxide?

**A.** Take an undoped film 200 nm thick at 623 K. Rough typical values are $D=10^{-6}$ cm²/s for mobile atoms, $N=5\times10^{18}$ cm⁻³ for empty traps and a capture radius $R=0.4$ nm. I assume $c_0=10^{13}$ cm⁻³; this is the least certain input. With $L=200$ nm $=2\times10^{-5}$ cm,

$$
t=\frac{NL^2}{2Dc_0}
=\frac{(5\times10^{18})(2\times10^{-5})^2}{2(10^{-6})(10^{13})}\ \text{s}=100\ \text{s}.
$$

The trap-free diffusion time $L^2/(2D)$ is $2\times10^{-4}$ s, shorter by the factor $c_0/N=2\times10^{-6}$.

For the width we need $k$. Steady diffusion to an absorbing sphere has $c(r)=c_\infty(1-R/r)$, where $c_\infty$ is the concentration far away. The inward current is $4\pi r^2D\,dc/dr=4\pi RDc_\infty$, so $k=4\pi RD$ and

$$
\ell=\frac1{\sqrt{4\pi RN}}=6.31\ \text{nm}.
$$

The 90-to-10% width is $3.447\times6.31=21.7$ nm. This $k$ is for an isolated trap; at this density, competition between neighbouring traps lowers $\ell$ to about 5.7–6.1 nm and the width to about 20–21 nm, depending on how it is modelled. The 100 s therefore describes the front as a whole; its leading edge reaches the oxide earlier. At 100 s, $T=503$ and the half-filled depth in a half-space is 199 nm, close to the simple 200 nm. If the oxide interface reflects deuterium, traps next to it are 10% filled at about 85 s and half filled at about 95 s. At 1 s, $T$ is only 5.0, and the half-filled depth is 16.9 nm against the simple 20.0 nm.

**Q.** Would ordinary hydrogen behave differently?

**A.** Hold $c_0$, $N$ and $R$ fixed and assume the classical scaling $D\propto m^{-1/2}$, with $m$ the atomic mass. Arrival time varies as $1/D$, so hydrogen takes about 71 s instead of 100 s. The front width is unchanged, because $D$ cancels from $\ell$.

**Q.** Which of these numbers would you trust in a real film?

**A.** The time is an estimate conditional on $c_0$: halving $c_0$ doubles it. Traps already occupied by hydrogen must be left out of $N$, and isotope exchange at those traps is outside this model. The estimate is also for an undoped film: a working polysilicon gate is normally heavily doped, and its dopants can bind deuterium too. Other omissions matter unequally:

- **Electric force.** If mobile deuterium is charged, a potential drop $V$ matters through $q=eV/k_BT$, positive for an inward force. In a uniform field, constant flux gives $J=(Dc_0/s)\,a/(1-e^{-a})$ with $a=qs/L$. Integrating $N\,ds/J$ gives $t=(NL^2/Dc_0)[1/q-(1-e^{-q})/q^2]$. For 0.1 V this is 59 s inward or 206 s outward, and $s^2$ is no longer proportional to $t$.
- **Surface exchange.** If atoms enter at a rate $v(c_0-c_s)$, where $c_s$ is the actual surface concentration, equating this to $Dc_s/s$ gives $J=Dc_0/(s+D/v)$. Thus $s^2/2+(D/v)s=Dc_0t/N$. The fractional delay is $2D/(vL)$, or 10% at $v=1$ cm/s. Much slower exchange makes $s$ linear in time.
- **Microstructure.** Trap spacing, 5.85 nm, is comparable with $\ell$, so the continuum width is marginal. If traps lie only on the walls of plate-like grains 50 nm wide, and the empty walls capture every atom that reaches them, the slowest-decaying mode inside a grain is $\sin(\pi z/g)e^{-\pi x/g}$, with $g$ the grain width and $z$ measured across it. Its tail length is $g/\pi=15.9$ nm, so the leading edge is broader than calculated.
- **Temperature.** With a rough 0.5 eV diffusion barrier, an extra 10 K raises $D$ by 16%, shortening arrival by about 14% at fixed $c_0$.

Release is negligible here: for a rough release barrier of 2.5 eV (about the binding energy plus the diffusion barrier) and an attempt rate of $10^{13}$ s⁻¹, the fraction released in 100 s is $6\times10^{-6}$. This depends exponentially on the release barrier. At 2.0 eV it would be about 6%, yet the front would stay sharp: released atoms can be recaptured, and $K/c_0=\nu/(kc_0)$ is only $1.3\times10^{-4}$, so traps behind the front remain nearly full. The width keeps its irreversible value only while $K/c_0\ll\ell/s$, about 0.03 here, because the mobile concentration at the front is of order $c_0\ell/s$. At 1.8 eV ($K/c_0=0.005$) the width is already about 27 nm, and at 1.7 eV about 90 nm. Shallower traps need the reversible description. Real polysilicon has a spread of trap energies, so a measured profile need not show the flat plateau and sharp front of this single-level model.

**Q.** If I measure $s^2$ against time, can I obtain $D$ from the slope?

**A.** Not by itself. Under the conditions of the simple law, the slope is $2Dc_0/N$. The plateau height gives $N$, since nearly all the deuterium there is trapped, so together they determine the product $Dc_0$. In this example $Dc_0/N=2\times10^{-12}$ cm²/s, far below the mobile atoms' $10^{-6}$ cm²/s. Separating $D$ from $c_0$ needs an independent measurement of one of them. A temperature series likewise mixes the diffusion barrier with any temperature dependence of $c_0$. The remaining values are in the numerical output below.

## Computed values

```
SIMULATION CHECKS (lengths in capture lengths)
c0/N in main simulation: 0.002
largest relative uptake error: 8.2e-04
10-90% width, formula: 3.447
10-90% width, simulated at T=200, 800: 3.450, 3.450
half-filled depth, formula at T=200, 800: 19.79, 39.81
half-filled depth, simulated: 19.78, 39.80
simple depth sqrt(2T) at T=200, 800: 20.00, 40.00
c0/N=0.5: advance T=200 to 800, simulated: 18.63
  sharp-front law: 18.59; simple law: 20.00
width/half-depth, irreversible, T=800: 0.087
width/half-depth, reversible, K/c0=100: 2.26
reversible width growth when time x4: 1.97
EXAMPLE INPUTS
D = 1.0e-06 cm2/s; N = 5.0e+18 cm^-3; c0 = 1.0e+13 cm^-3
capture radius = 0.40 nm; film = 200 nm; T = 623 K
thermal energy kT = 0.0537 eV
EXAMPLE RESULTS
c0/N = 2.0e-06
capture coefficient k = 5.03e-13 cm3/s
capture length = 6.31 nm
surface trap filling time 1/(k c0) = 0.199 s
10-90% front width = 21.7 nm
trapped dose N*L = 1.0e+14 cm^-2
front arrival time = 100.0 s
trap-free time L^2/(2D) = 2.0e-04 s
effective coefficient D*c0/N = 2.0e-12 cm2/s
t=1 s: T=5.0, simple depth=20.0 nm, half-filled depth=16.9 nm
t=4 s: T=20.1, simple depth=40.0 nm, half-filled depth=38.0 nm
t=25 s: T=125.7, simple depth=100.0 nm, half-filled depth=98.6 nm
t=100 s: T=502.7, simple depth=200.0 nm, half-filled depth=198.8 nm
hydrogen arrival, same c0, D ~ mass^-1/2: 70.7 s
NEGLECTED EFFECTS
release: attempt 1e+13 1/s, binding 2.5 eV, rate 6.0e-08 1/s
fraction released during arrival time: 6.0e-06
flux lost to molecule formation: 0.033 %
trap spacing N^(-1/3) = 5.85 nm
capture coefficient increase, finite cell: 12.4 %
tail length in 50 nm trap-free grains: 15.9 nm
surface exchange velocity giving 10% delay: 1.00 cm/s
arrival with 0.1 V drop, inward force: 58.7 s
arrival with 0.1 V drop, outward force: 206.3 s
D increase for +10 K, barrier 0.5 eV: 15.9 %
```
